\section*{Why the Average Gap of Amorphous Cells Is Not the Mobility Gap}

\section{The decision}

A set of amorphous oxide cells has been generated and relaxed, and each has an energy gap between its highest filled and lowest empty level. One input to a model of leakage through the film is the mobility gap: the energy separating extended valence states from extended conduction states. Should the average of the cell gaps be entered, and would more cells improve it?

The average should not be entered as the mobility gap. More cells reduce its statistical error but leave its dependence on cell size untouched. Each cell reports its outermost levels, and in a disordered solid these can be localized tail states. A model in which both gaps can be computed separately shows the difference.

\section{A counter-example}

\subsection{The model and its two gaps}

Take a periodic cubic cell of side $L$ lattice spacings, with $N=L^3$ sites. Let $A$ be the matrix with hopping $t>0$ between nearest neighbours and independent site energies $\epsilon_i$, uniform in $[-W/2,W/2]$. Two uncoupled bands feel the same potential:
\begin{equation}
H_c=D+A,\qquad H_v=-D+A .
\end{equation}
The valence band is full and the conduction band empty. These are one-particle levels of a fixed Hamiltonian; electron-hole binding, lattice motion and errors of a density functional are outside the model. The parameters are round numbers, $t=0.25$ eV, $W=12t=3.00$ eV and $D=13t=3.25$ eV, and represent no particular oxide.

Let $a_{\min}$ and $a_{\max}$ be the extreme eigenvalues of $A$ in one cell. The lowest conduction level is $D+a_{\min}$ and the highest valence level is $-D+a_{\max}$, so the cell gap is
\begin{equation}
G_N=(D+a_{\min})-(-D+a_{\max})=2D-(a_{\max}-a_{\min}).
\label{gap}
\end{equation}

In the infinite system, let $\pm E_m$ be the energies at which the states of $A$ change from extended (inside) to localized (outside). They are symmetric about zero: changing the sign of the wave function on every second site reverses the hopping, which turns $A$ with potential $\epsilon$ into minus $A$ with potential $-\epsilon$, and both potentials are equally likely. Extended conduction states begin at $D-E_m$ and extended valence states end at $-D+E_m$. The mobility gap is therefore
\begin{equation}
G_m=2(D-E_m).
\label{mob}
\end{equation}
Equation \eqref{gap} contains extreme eigenvalues; equation \eqref{mob} contains a change in the character of the states.

\subsection{Finding the mobility edge}

The mobility edge is found here without using any cell gap. Consider a long bar of cross-section $M\times M$. If $\psi_n$ collects the amplitudes on slice $n$ and $h_n$ is the Hamiltonian within that slice, $A\psi=E\psi$ reads
\begin{equation}
h_n\psi_n+t(\psi_{n+1}+\psi_{n-1})=E\psi_n ,
\end{equation}
or, solved for the next slice,
\begin{equation}
\psi_{n+1}=\frac{E-h_n}{t}\,\psi_n-\psi_{n-1}.
\end{equation}
Iteration gives exponential growth and decay rates. The smallest positive rate $\gamma$ defines the longest decay length $\lambda=1/\gamma$, in lattice spacings, and the ratio $\Lambda=\lambda/M$.

For localized states $\lambda$ approaches a finite length as the bar widens, so $\Lambda$ falls as $1/M$. For extended states, a scaling estimate uses the bar's resistance, $\ell/(\sigma M^2)$ for length $\ell$ and conductivity $\sigma$. Localization sets in when this reaches the order of $\hbar/e^2$, hence at $\ell\propto M^2$ if $\sigma$ does not depend on $M$, and $\Lambda$ then grows as $M$. Near the mobility edge the growth is slower. The mobility edge lies where growth turns into decrease.

From $M=4$ to $M=8$, $\Lambda$ rises from 0.783 to 0.955 at 1.750 eV and falls from 0.846 to 0.708 at 1.875 eV. The differences of $1/\Lambda$ between the two widths are
\begin{align}
\frac1{0.955}-\frac1{0.783}&=-0.230,\\
\frac1{0.708}-\frac1{0.846}&=+0.230 .
\end{align}
For this pair of widths, linear interpolation puts the zero midway, at $E_m=1.81$ eV, which would give
\begin{equation}
G_m=2(3.25-1.81)\ \mathrm{eV}\approx2.9\ \mathrm{eV}.
\end{equation}

The statistical error of this crossing is 0.017 eV, but the value is not converged in width: the bar $M=4$ is too narrow, and its $\Lambda$ does not even fall steadily with energy. For widths from 6 to 12, $\Lambda$ is nearly independent of $M$ (0.57 to 0.60) at 1.94 eV, and the crossing moves to about 1.95 eV. The better estimate is therefore $G_m\approx2.6$ eV, some 0.3 eV lower. The comparison below does not need a precise edge. Suppose $E_m$ were as high as 2.00 eV, where $\Lambda$ drops from 0.685 at $M=4$ to 0.444 at $M=8$, and from about 0.50 at $M=6$ to about 0.42 at $M=12$; this energy lies only slightly beyond the edge. The mobility gap would still be 2.50 eV.

\subsection{What the cells report}

Direct diagonalization gives the following averages.

\begin{center}
\begin{tabular}{rrrr}
$L$ & cells & mean gap (eV) & standard error (eV)\\
4 & 400 & 2.437 & 0.005\\
8 & 100 & 2.268 & 0.007\\
12 & 80 & 2.186 & 0.006\\
16 & 60 & 2.138 & 0.006
\end{tabular}
\end{center}

All four means lie below 2.6 eV, and also below the cautious 2.50 eV, although at $L=4$ the margin is small. From the smallest to the largest cell the mean falls by 0.30 eV, far more than its standard error. The trend leads away from the mobility gap, so extrapolating it to large cells cannot repair the identification.

The spread between cells also shrinks, from 0.102 eV at $L=4$ to 0.045 eV at $L=16$. A narrow distribution is thus no sign that the mobility gap has been reached: in this model the values gather more closely around a number that keeps moving. The narrowing itself is not general; for the exponential tails treated below the spread tends to a constant, $\pi w/\sqrt6$ per edge.

The character of the outermost states can be checked with the participation number
\begin{equation}
P=\frac{1}{\sum_i|\psi_i|^4},\qquad \sum_i|\psi_i|^2=1 .
\end{equation}
A state spread evenly over $s$ sites has $|\psi_i|^2=1/s$ on each, so $P=1/(s\cdot s^{-2})=s$. For the outermost states the mean $P$ is 15.9 at $L=12$ and 15.2 at $L=16$, although the cell has grown by a factor $4096/1728=2.4$. For states near mid-band it rises from 29.7 at $L=6$ to 93.9 at $L=10$. The levels that set the gap in the larger cells are compact. At $L=4$ the distinction is blurred, because the decay length near the outer levels is comparable with the cell side.

\section{The general statement}

Let $c_N$ be the lowest conduction level and $v_N$ the highest valence level of a random cell with $N$ sites, so that $G_N=c_N-v_N$. Let $E_c$ and $E_v$ be the mobility edges, and let $B_c\le E_c$ and $B_v\ge E_v$ be the outer limits of the two bands, localized tails included. Assume:
\begin{enumerate}
\item The number of states per site is self-averaging: for every $\eta>0$, the number of conduction levels below $B_c+\eta$, divided by $N$, tends in probability to a positive constant, and likewise for valence levels above $B_v-\eta$.
\item The bands do not overlap, $B_c\ge B_v$, and $0\le G_N\le G_{\max}$ with $G_{\max}$ independent of $N$.
\item At least one band has a localized tail: $B_c<E_c$ or $B_v>E_v$.
\end{enumerate}
Then
\begin{equation}
\limsup_{N\to\infty}\langle G_N\rangle\le B_c-B_v<E_c-E_v .
\label{theorem}
\end{equation}
For large enough cells the average gap is smaller than the mobility gap by a finite amount.

\paragraph{Proof.} Fix $\eta>0$. If the number of conduction levels below $B_c+\eta$, per site, tends to a positive constant, the probability that there are none tends to zero. The same holds for valence levels above $B_v-\eta$. Let $q_N$ be the sum of these two probabilities; $q_N\to0$. Except with probability at most $q_N$,
\begin{equation}
G_N<(B_c+\eta)-(B_v-\eta)=B_c-B_v+2\eta .
\end{equation}
In the exceptional cells $G_N\le G_{\max}$, so
\begin{equation}
\langle G_N\rangle\le B_c-B_v+2\eta+G_{\max}q_N .
\end{equation}
Let $N\to\infty$, then $\eta\to0$. This gives the first inequality in \eqref{theorem}; assumption 3 gives the second. $\square$

The role of the number of cells $m$ is separate. For independent cells of fixed $N$, the sample mean tends to $\langle G_N\rangle$ with standard error $s_N/\sqrt m$, where $s_N$ is the spread between cells. Increasing $m$ does not change $N$. If the cells share a quench history they may not be independent, and then even this error estimate can fail.

Without localized tails assumption 3 fails, the outer limits coincide with the mobility edges, and the strict inequality disappears. The theorem also says nothing about a given small cell. There, level quantization can push $c_N$ up and $v_N$ down, and the average could lie above the mobility gap. If it does so at one size and lies below at a larger one, agreement somewhere between would be an accident of size.

\section{The limit in the cubic model}

For the counter-example the limit can be found explicitly:
\begin{equation}
\lim_{N\to\infty}\langle G_N\rangle=2D-12t-W=0.50\ \mathrm{eV}.
\label{limit}
\end{equation}

First, $|a|\le6t+W/2$ for every eigenvalue $a$ of $A$. At the site where $|\psi_i|$ is largest, the eigenvalue equation is $(a-\epsilon_i)\psi_i=t\sum_j\psi_j$ with six neighbours $j$, hence $|a-\epsilon_i|\le6t$. With $|\epsilon_i|\le W/2$ the bound follows, and \eqref{gap} gives $G_N\ge2D-12t-W$.

Second, the bound is approached. Suppose a cube of $b^3$ sites, with $b<L$, has $\epsilon_i\ge W/2-\delta$ throughout. Use the trial function
\begin{equation}
\phi(x,y,z)\propto\sin(kx)\sin(ky)\sin(kz),\qquad k=\frac{\pi}{b+1},
\end{equation}
for $x,y,z=1,\dots,b$, and zero elsewhere. Since
\begin{equation}
\sin k(x+1)+\sin k(x-1)=2\cos k\,\sin kx
\end{equation}
and the sine vanishes at $x=0$ and $x=b+1$, each direction contributes $2t\cos k$ to the expectation value. The variational principle gives
\begin{equation}
a_{\max}\ge\frac W2-\delta+6t\cos\frac{\pi}{b+1}.
\label{rare}
\end{equation}

One given cube qualifies with probability $p=(\delta/W)^{b^3}>0$. A cell contains $K=\lfloor L/b\rfloor^3$ disjoint cubes, and the probability that none qualifies is $(1-p)^K$, which tends to zero as $L$ grows. As $a_{\max}$ is bounded, the lower limit of $\langle a_{\max}\rangle$ is at least the right side of \eqref{rare}. Letting $\delta\to0$ and $b\to\infty$ gives $\langle a_{\max}\rangle\to6t+W/2$. The same argument with potentials near $-W/2$ and a trial function of alternating sign gives $\langle a_{\min}\rangle\to-(6t+W/2)$. Inserting both in \eqref{gap} proves \eqref{limit}.

With a cube of side $b=4$ placed in a cell at $\delta=0$, the bound is
\begin{equation}
1.50+1.50\cos(\pi/5)=2.714\ \mathrm{eV},
\end{equation}
and diagonalization gives 2.751 eV, above the bound and below the outer limit of 3.00 eV. Such a cube is hardly ever met by chance: even with $\delta=t$, $p=(1/12)^{64}\approx10^{-69}$. The construction proves the limit but does not give the rate of approach, since other potentials also produce deep states. At 4096 sites the mean gap, 2.138 eV, is still far from 0.50 eV. The limit is no more a substitute for the mobility gap than the finite-cell average is.

\section{Dependence on cell size}

\subsection{From the density of states to the outermost level}

Let $n(E)$ be the mean number of states per site above $E$ in the upper tail of $A$. Divide the cell into $K$ regions, each larger than a tail state, and treat them as independent. If tail states are rare, a region contains one above $E$ with probability $Nn(E)/K$, and
\begin{equation}
P(a_{\max}<E)\approx\left(1-\frac{Nn(E)}{K}\right)^K\approx e^{-Nn(E)} .
\label{poisson}
\end{equation}
This is an approximation for compact, distant states; it is not justified close to the mobility edge, where states overlap and their levels repel.

Choose $E_0$ so far inside the band that $a_{\max}>E_0$ practically always. Writing $a_{\max}-E_0$ as the integral of 1 from $E_0$ to $a_{\max}$ and averaging gives
\begin{equation}
\langle a_{\max}\rangle=E_0+\int_{E_0}^{\infty}\left[1-e^{-Nn(E)}\right]dE .
\label{mean}
\end{equation}
At fixed $n(E)$ its derivative with respect to $N$ is $\int n\,e^{-Nn}\,dE>0$. The outermost level moves outward with cell size, and the gap falls.

With $n(E)$ counted in cells of side 8, equation \eqref{mean} predicts mean outer levels of 2.155 eV at $L=12$ and 2.180 eV at $L=16$. Direct diagonalization gives 2.157 and 2.181 eV, each with a standard error of 0.003 eV. In \eqref{gap} the last value gives $6.50-2(2.181)=2.138$ eV, the mean in the table. The predictions also carry a sampling error of about 0.005 eV, because few levels of the side-8 cells lie so far out; the agreement in the last digit should be given no weight. Within these limits, the fall of the gap between these cells is consistent with sampling one and the same tail more often.

\subsection{Exponential tails}

Suppose the density of states per volume at depth $x$ beyond an edge is $g\,e^{-x/w}$. A cell of volume $V$ then has on average
\begin{equation}
\nu=V\int_0^\infty g\,e^{-x/w}dx=gwV
\end{equation}
tail states, of which $\nu e^{-x/w}$ lie deeper than $x$. Let $X$ be the depth of the deepest one, with $X=0$ if there is none. As in \eqref{mean},
\begin{equation}
\langle X\rangle=\int_0^\infty\left[1-\exp(-\nu e^{-x/w})\right]dx .
\end{equation}
Substitute $y=\nu e^{-x/w}$, so that $dx=-w\,dy/y$ and the limits become $\nu$ and 0:
\begin{equation}
\langle X\rangle=w\int_0^\nu\frac{1-e^{-y}}{y}\,dy .
\label{ein}
\end{equation}
To evaluate the integral for $\nu>1$, split it at $y=1$ and use $E_1(\nu)=\int_\nu^\infty e^{-y}dy/y$:
\begin{equation}
\frac{\langle X\rangle}{w}=\ln\nu+E_1(\nu)+\int_0^1\frac{1-e^{-y}}{y}dy-\int_1^\infty\frac{e^{-y}}{y}dy .
\end{equation}
Integrating the last two terms by parts turns them into $-\int_0^\infty e^{-y}\ln y\,dy=\gamma_E$, Euler's constant. Hence
\begin{equation}
\langle X\rangle=w\left[\ln\nu+\gamma_E+E_1(\nu)\right].
\label{tail}
\end{equation}
Both sides have the same derivative for all $\nu>0$, so the result also holds for $\nu\le1$. From \eqref{ein}, $d\langle X\rangle/d\ln V=w(1-e^{-\nu})$. For $\nu\ll1$, $\langle X\rangle\approx w\nu$: most cells miss the tail. For $\nu\gg1$ the depth grows as $w\ln V$.

As an example take widths of 0.05 eV (valence) and 0.03 eV (conduction), $g=2\times10^{21}$ eV$^{-1}$cm$^{-3}$ at both edges and $5\times10^{22}$ atoms per cm$^3$. For 216 atoms, $V=4.32\times10^{-21}$ cm$^3$ and
\begin{equation}
\nu_v=0.432,\qquad \nu_c=0.259 .
\end{equation}
The chance of finding no tail state at either edge is $e^{-0.691}=0.50$, and the two mean depths add to 0.027 eV. For 10000 atoms, $\nu_v=20$ and $\nu_c=12$; $E_1$ is negligible and
\begin{equation}
0.05(\ln20+0.577)+0.03(\ln12+0.577)=0.27\ \mathrm{eV}.
\end{equation}
Random sampling of the tails gives the same sums of depths, 0.027 eV for 216 atoms and 0.27 eV for 10000 atoms.

These sums are gap reductions only if a cell without tail states has a level exactly at the mobility edge. Its outermost level lies inside the band instead, at a distance of order $1/(gV)$ if the density of states there stays near $g$. For 216 atoms this is 0.12 eV, more than the summed depths, so the average gap can lie above the mobility gap. For 10000 atoms nearly every cell has tail states at both edges, and 0.27 eV is the gap reduction in this example. The formula also fails once the predicted reduction is comparable with the gap itself, because a real tail does not continue without limit.

\section{What to use in the calculation}

The average cell gap may be reported as what it is: the mean separation of the outermost levels at a stated cell size, with its spread and number of cells. For a mobility gap, pool the levels of all cells on a common energy reference (periodic cells have no absolute zero of energy, so they must be aligned, which adds an error of its own), and examine how localization changes with size at each energy. A participation number at one size is not enough, since a localized state larger than the cell looks extended. Close to the edge, even its growth between two small sizes does not decide. The resulting mobility gap also keeps any gap error of the electronic-structure method used. The tail states should be kept as well: they can trap charge and assist leakage, and they enter a device model as a density of localized states, separate from the mobility edges.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 0.25 eV, W = 3.00 eV, D = 3.25 eV
bars: energy from band centre (eV), Lambda at M=4, Lambda at M=8
  1.000 eV  0.989  1.284
  1.500 eV  0.813  1.002
  1.750 eV  0.783  0.955
  1.875 eV  0.846  0.708
  2.000 eV  0.685  0.444
  2.250 eV  0.233  0.122
mobility edge E_m = 1.813 eV
  statistical error of E_m = 0.017 eV
mobility gap = 2.87 eV
cells: side, sites, number, mean gap, std error, spread (eV)
   4    64  400  2.437  0.005  0.102
   8   512  100  2.268  0.007  0.065
  12  1728   80  2.186  0.006  0.050
  16  4096   60  2.138  0.006  0.045
gap limit for infinite cell = 0.50 eV
expected states beyond E_m, per band edge and cell:
  side  4: 1.88
  side  8: 15.06
  side 12: 50.83
  side 16: 120.48
mean outer level: side, from cells, predicted (eV)
  12  2.157  2.155
  16  2.181  2.180
participation number (sites):
  outermost states, side 12: 15.9
  outermost states, side 16: 15.2
  mid-band states, side 6: 29.7
  mid-band states, side 10: 93.9
rare cube of 64 sites: level 2.751 eV, bound 2.714 eV
outer limit of one band = 3.00 eV from its centre
tail widths: valence 0.05 eV, conduction 0.03 eV
edge density = 2.0e+21 eV^-1 cm^-3
atom density = 5.0e+22 cm^-3
tails: atoms, gap reduction formula, sampled (eV), P(no tail state)
     64  0.0085  0.0085  0.815
    216  0.0268  0.0268  0.501
   1000  0.0935  0.0941  0.0408
  10000  0.2705  0.2711  1.27e-14
\end{verbatim}
